# Vacancy Sources and the Crossover from Nernst-Planck to Darken Interdiffusion

An interdiffusion coefficient measured on a thick diffusion couple can give the wrong lifetime for a fine multilayer of the same alloy. In the model alloy treated below, whose vacancy sources are assumed to be slow, the error is nearly a factor of three, although temperature, mean composition and atomic jump rates are unchanged. What differs is the distance over which vacancies must be supplied or removed. When two species exchange with vacancies at different rates, interdiffusion drives a net vacancy flux. If sources and sinks respond quickly enough, they absorb the imbalance and the lattice moves, as in Darken's description. If they do not, vacancies accumulate until their gradient forces the two atomic fluxes to cancel, which is the Nernst-Planck limit. A finite source relaxation time \(\tau\) therefore makes the interdiffusion coefficient depend on wavelength.

Consider a substitutional crystal of species A and B with site fractions \(c_A\), \(c_B\) and \(c_v=1-c_A-c_B\), where \(c_v\ll1\). Every site, occupied or vacant, has the same constant volume \(\Omega\). Everything varies along \(x\) only. New sites are added as lattice planes normal to \(x\), and the crystal expands freely in that direction, so no stress develops. The algebra is in atomic units, with the temperature \(T\) measured as an energy; the relations keep their form in any consistent units.

Let \(v\) be the velocity of the lattice, \(\sigma\) the rate of site creation per existing site, and \(J_i\) the flux of species \(i\) relative to the lattice, multiplied by \(\Omega\). Since the number of sites per volume is constant, new sites must push the lattice apart. Atoms are conserved and are carried by both \(J_i\) and \(v\). Hence
\[
\frac{\partial v}{\partial x}=\sigma,\qquad
\frac{\partial c_i}{\partial t}=-\frac{\partial}{\partial x}(J_i+c_iv).
\]

Let \(f(c_A,c_B)\) be the free energy per site. Replacing a vacancy by an atom of species \(i\) costs \(M_i=\partial f/\partial c_i=\mu_i-\mu_v\). To find the cost of a new empty site, write the free energy of \(N\) sites as \(F=Nf(N_A/N,N_B/N)\) and differentiate with respect to \(N\) at fixed numbers of atoms:
\[
\mu_v=f-c_AM_A-c_BM_B .
\]
In its variation the terms \(M_i\,\delta c_i\) cancel, leaving
\[
\delta\mu_v=-c_A\delta M_A-c_B\delta M_B .
\]
Equilibrium with the sources means \(\mu_v=0\).

An atom jumping into a neighbouring vacancy changes the free energy by the difference of \(M_i\) between the two sites. Linear response therefore gives
\[
J_i=-\sum_jL_{ij}\frac{\partial M_j}{\partial x},\qquad
\sigma=-S\mu_v,\qquad S=\frac{c_v}{\tau T},
\]
with \(L\) symmetric and positive definite. Near equilibrium \(\mu_v\simeq T(c_v-c_v^{\rm eq})/c_v^{\rm eq}\), so the source law reads \(\sigma\simeq-(c_v-c_v^{\rm eq})/\tau\), where \(c_v^{\rm eq}\) belongs to the local composition. This identifies \(\tau\) as the relaxation time of a uniform vacancy excess.

Now perturb a uniform equilibrium state by \(\delta c_i=u_i\cos kx\). The velocity is itself of first order, so \(v\,\partial c_i/\partial x\) is of second order and drops out, while \(c_i\,\partial v/\partial x=c_i\sigma\) stays. With \(c=(c_A,c_B)^{\mathsf T}\), the Hessian \(H_{ij}=\partial^2f/\partial c_i\partial c_j\) and \(\delta M=Hu\), we have \(\sigma=S\,c^{\mathsf T}\delta M\), and the atom balance becomes
\[
\dot u=-RHu,\qquad R=k^2L+S\,cc^{\mathsf T}.
\]
The sources add a rank-one term to the mobility. For positive definite \(R\) and \(H\), the matrix \(RH\) is similar to the symmetric positive matrix \(H^{1/2}RH^{1/2}\), so both decay rates are real and positive.

One rate is fast and the other slow because vacancies are dilute. The entropy term \(Tc_v\ln c_v\) contributes \(T/c_v\) to every element of \(H\), since \(\partial c_v/\partial c_i=-1\). Write
\[
H=\frac{T}{c_v}\mathbf 1\mathbf 1^{\mathsf T}+G,\quad
\mathbf 1=\binom11,\quad e=\binom{1}{-1},\quad h=e^{\mathsf T}He,
\]
where \(G\) stays finite as \(c_v\to0\). Because \(e^{\mathsf T}\mathbf 1=0\), \(h=e^{\mathsf T}Ge\): it is the curvature of the free energy when B is replaced by A at constant vacancy content. We require \(h>0\), a homogeneous alloy that is stable against unmixing. For a two-by-two matrix the adjugate is linear, and \(\operatorname{adj}(\mathbf 1\mathbf 1^{\mathsf T})=ee^{\mathsf T}\). Consequently
\[
H^{-1}=\frac{(T/c_v)ee^{\mathsf T}+\operatorname{adj}G}{(T/c_v)h+\det G}
=\frac{ee^{\mathsf T}}{h}+O(c_v).
\]

The inverse of \(RH\) is \(H^{-1}R^{-1}\), which tends to \(ee^{\mathsf T}R^{-1}/h\). This matrix has one nonzero eigenvalue, with eigenvector \(e\): the slow mode exchanges A for B, and \(u=\psi e\) to leading order. Its decay rate is
\[
\lambda_s=\frac{h}{e^{\mathsf T}R^{-1}e},
\]
with a relative error of order \(c_v\) when \(k\) is held fixed. The other rate follows from the trace of \(RH\), whose leading part is \((T/c_v)\mathbf 1^{\mathsf T}R\mathbf 1\). Since \(c_A+c_B\simeq1\),
\[
\lambda_f\simeq D_vk^2+\frac1\tau,\quad
D_v=\frac{T\Lambda}{c_v},\quad
\Lambda=L_{AA}+2L_{AB}+L_{BB}.
\]
This is the decay of a vacancy disturbance by diffusion and by absorption. The interdiffusion law below applies after this transient.

To evaluate \(\lambda_s\), use \(R^{-1}=\operatorname{adj}R/\det R\). Writing out the adjugate gives \(e^{\mathsf T}(\operatorname{adj}R)e=R_{AA}+R_{BB}+2R_{AB}=k^2\Lambda+S\). The determinant of a matrix with a rank-one addition is
\[
\det R=k^4\det L+k^2S\,c^{\mathsf T}(\operatorname{adj}L)c=k^4\det L+k^2Sq,
\]
\[
q=c_B^2L_{AA}-2c_Ac_BL_{AB}+c_A^2L_{BB}.
\]
Therefore
\[
\lambda_s=k^2\,\frac{h(Sq+k^2\det L)}{S+k^2\Lambda}.
\]
Divide numerator and denominator by \(S\) and define \(\ell^2=\Lambda/S\), which equals \(D_v\tau\). With \(\lambda_s=k^2D(k)\),
\[
\boxed{D(k)=\frac{D_D+\ell^2k^2D_{NP}}{1+\ell^2k^2}},\quad
D_D=hq,\quad D_{NP}=\frac{h\det L}{\Lambda}.
\]
The length \(\ell=\sqrt{D_v\tau}\) is the distance a vacancy diffuses during the source relaxation time. At wavelength \(2\pi\ell\), \(D\) is the arithmetic mean of its limits.

The names of the limits must be earned from their physical definitions. In Darken's case \(\mu_v=0\) everywhere, so \(c_A\delta M_A+c_B\delta M_B=0\). The exchange curvature fixes \(\delta M_A-\delta M_B=h\psi\), and together these give \(\delta M_A=c_Bh\psi\) and \(\delta M_B=-c_Ah\psi\). Letting \(\psi(x)\) denote the local deviation of \(c_A\), the lattice fluxes add up to
\[
J_A+J_B=-hw\frac{\partial\psi}{\partial x},
\]
\[
w=c_B(L_{AA}+L_{AB})-c_A(L_{BB}+L_{AB}).
\]
The total atomic flux in the fixed frame vanishes to leading order in \(c_v\), so \(v=-(J_A+J_B)\). The flux of A in that frame is then
\[
J_A+c_Av=c_BJ_A-c_AJ_B=-hq\frac{\partial\psi}{\partial x},
\]
which confirms \(D_D=hq\).

In the Nernst-Planck case the lattice does not move and \(J_A+J_B=0\). The difference \(\delta M_A-\delta M_B=h\psi\) is unchanged, but the second condition is now \((L_{AA}+L_{AB})\delta M_A+(L_{BB}+L_{AB})\delta M_B=0\). Solving,
\[
\delta M_A=h\psi\frac{L_{BB}+L_{AB}}{\Lambda},\qquad
\delta M_B=-h\psi\frac{L_{AA}+L_{AB}}{\Lambda}.
\]
In \(J_A\) the combination \(L_{AA}(L_{BB}+L_{AB})-L_{AB}(L_{AA}+L_{AB})\) reduces to \(\det L\), so \(J_A=-(h\det L/\Lambda)\,\partial\psi/\partial x\), as required.

If correlations between successive jumps are neglected, \(L_{AB}=0\) and \(L_{ii}=c_iD_i^*/T\), where \(D_i^*\) is the tracer diffusivity. With the thermodynamic factor \(\varphi=hc_Ac_B/T\), the limits take their familiar forms
\[
D_D=\varphi(c_BD_A^*+c_AD_B^*),\quad
D_{NP}=\frac{\varphi D_A^*D_B^*}{c_AD_A^*+c_BD_B^*}.
\]

The order of the limits holds for the general mobility matrix. Put \(p=L_{AA}+L_{AB}\) and \(s=L_{BB}+L_{AB}\). Then \(\Lambda=p+s\), \(\det L=ps-L_{AB}\Lambda\) and \(q=c_B^2p+c_A^2s-L_{AB}\). The terms in \(L_{AB}\) cancel in
\[
q\Lambda-\det L=(c_B^2p+c_A^2s)(p+s)-ps=(c_Bp-c_As)^2,
\]
where the last step uses \(c_A^2+c_B^2-1=-2c_Ac_B\). Since \(c_Bp-c_As=w\),
\[
D_D-D_{NP}=\frac{hw^2}{\Lambda}\ge0 .
\]
Slow sources can retard interdiffusion but cannot accelerate it in this model. The wavelength dependence disappears when \(w=0\), which is also the condition for no Kirkendall drift.

The same mode determines the driving force for voids. From \(\lambda_su=R\,\delta M\) we have \(\delta M=\lambda_s\psi R^{-1}e\), so \(\mu_v=-\lambda_s\psi\,c^{\mathsf T}(\operatorname{adj}R)e/\det R\). The source part of the adjugate drops out because \(c^{\mathsf T}\operatorname{adj}(cc^{\mathsf T})=0\), and the rest gives \(k^2c^{\mathsf T}(\operatorname{adj}L)e=-k^2w\). Inserting \(\lambda_s=h\det R/(k^2\Lambda+S)\),
\[
\mu_v=\frac{hw}{\Lambda}\,\frac{\ell^2k^2}{1+\ell^2k^2}\,\psi .
\]
Integrating \(\partial v/\partial x=-S\mu_v\) from a composition crest, where symmetry allows \(v=0\), and using \(S\ell^2/\Lambda=1\), gives
\[
v=\frac{hw}{1+\ell^2k^2}\,\frac{\partial\psi}{\partial x}.
\]
Long waves move inert markers at the Darken velocity with little supersaturation. Short waves move them at only a small fraction of the Darken velocity for the same composition gradient, but their vacancy potential approaches \(hw\psi/\Lambda\). For \(w>0\), as when A is the faster species in the uncorrelated case, the supersaturation lies on the A-rich side. Weak marker motion is therefore no sign that the vacancy imbalance is absent.

A profile that is not sinusoidal contains many wavelengths, and its evolution is nonlocal. Since
\[
k^2D(k)=k^2D_{NP}+\frac{D_D-D_{NP}}{\ell^2}\left(1-\frac1{1+\ell^2k^2}\right),
\]
and \(1/(1+\ell^2k^2)\) is the Fourier transform of \(K(x)=e^{-|x|/\ell}/(2\ell)\), the equation in real space is
\[
\frac{\partial\psi}{\partial t}=D_{NP}\frac{\partial^2\psi}{\partial x^2}
+\frac{D_D-D_{NP}}{\ell^2}\,(K*\psi-\psi),
\]
where the star denotes convolution. The kernel has the shape of the steady vacancy profile around a planar emitter, which solves \(D_vK''=K/\tau\) away from the emitter. For a small composition step, the core of the interface first spreads with \(D_{NP}\), while the second term adds weak tails of range \(\ell\). The variance of the composition gradient follows from the expansion of \(k^2D(k)\) at small \(k\) and grows as \(2D_Dt\) even at this early stage, because the tails contribute to it. A diffusivity taken from the slope at the interface and one taken from the variance can thus disagree. After times long compared with \(\ell^2/D_{NP}\), the surviving long waves obey Darken's law.

For a worked example, take the model free energy
\[
f=T\!\!\sum_{i=A,B,v}\!\!c_i\ln c_i+Wc_Ac_B+c_v(E_Ac_A+E_Bc_B),
\]
with \(T=0.1\) eV, \(W=-0.05\) eV, \(E_A=1.1\) eV, \(E_B=1.3\) eV and \(c_A=0.4\). For small \(c_v\), the condition \(\mu_v=0\) becomes \(T\ln c_v+E_Ac_A+E_Bc_B-Wc_Ac_B=0\), so \(c_v=e^{-(1.22+0.012)/0.1}=4.46\times10^{-6}\). Differentiating \(f\) twice along \(e\) gives
\[
h=\frac{T}{c_Ac_B}-2W=\frac{0.1}{0.24}+0.1=0.517\ \text{eV},
\]
and \(\varphi=1.24\).

Let the tracer diffusivities be \(D_i^*=c_vK_i\), with exchange diffusivities \(K_A=10^{11}\) and \(K_B=10^{10}\) Å\(^2\)/s. Then \(D_A^*=4.46\times10^5\) and \(D_B^*=4.46\times10^4\) Å\(^2\)/s, and the limits are
\[
D_D=1.24\,(0.6D_A^*+0.4D_B^*)=3.54\times10^5\ \text{Å}^2/\text{s},
\]
\[
D_{NP}=\frac{1.24\,D_A^*D_B^*}{0.4D_A^*+0.6D_B^*}=1.20\times10^5\ \text{Å}^2/\text{s}.
\]
In atomic units they are \(3.06\times10^{-11}\) and \(1.04\times10^{-11}\). Their ratio is 2.94. These numbers neglect jump correlations (\(L_{AB}=0\), correlation factors of one), which is crude when the rates differ tenfold. With Manning's random-alloy mobilities for an fcc lattice the ratio becomes about 3.5 if the tracer diffusivities are kept, and about 2.3 if the \(K_i\) are read as jump rates; \(D_v\) shifts by 20 to 30%. The boxed formula, which allows any \(L_{AB}\), is unaffected.

The vacancy diffusivity is \(D_v=c_AK_A+c_BK_B=4.6\times10^{10}\) Å\(^2\)/s. For \(\tau=10^{-3}\) s,
\[
\ell=\sqrt{4.6\times10^7}\ \text{Å}=6782\ \text{Å},
\]
and the crossover wavelength is \(2\pi\ell=4.26\times10^4\) Å, or \(8.05\times10^4\) bohr. There \(D=2.37\times10^5\) Å\(^2\)/s, midway between the limits. At one tenth of this wavelength \(D\) is 2% above \(D_{NP}\); at ten times it, \(D\) is 0.7% below \(D_D\). At the crossover the slow rate is \(5.16\times10^{-3}\) s\(^{-1}\) and the fast one \(2.00\times10^3\) s\(^{-1}\), so the vacancy transient is over long before the composition changes appreciably.

The numerical output below compares these expressions with the two-variable eigenvalue problem. At the crossover the relative error of \(D\) is \(1.0\times10^{-5}\), and it grows tenfold when \(c_v\) does, as the expansion predicts. A separate nonlinear simulation follows cells that gain and lose lattice sites. Its diffusivities lie 0.1 to 0.2% below the formula. This is the expected grid error: with 24 cells per half wave, the discrete second derivative replaces \(k^2\) by about \(k^2[1-(\pi/24)^2/12]\), a reduction of 0.14%.

Now consider voids at one tenth of the crossover wavelength, 4261 Å, for a composition amplitude \(\psi=0.05\). Here \(w/\Lambda=c_Ac_B(K_A-K_B)/D_v=0.470\) and \(\ell^2k^2=100\), so the linear theory gives at the crest
\[
\mu_v=0.517\times0.470\times0.05\times\frac{100}{101}=0.0120\ \text{eV}.
\]
The vacancy fraction then exceeds its local equilibrium value by the factor \(e^{\mu_v/T}=1.13\). At this amplitude nonlinear terms lower the crest value of \(\mu_v\) by about 13% if \(S\) follows the local \(c_v\). The main reason is that the vacancy-rich crest then absorbs more strongly than the trough emits at equal \(|\mu_v|\), and the balance of creation and removal shifts \(\mu_v\) downward everywhere. With \(S\) held at its mean value the reduction is only 2%. Neither changes the conclusion below. A spherical void of radius \(r\) and surface energy \(\gamma\), in surroundings held at this potential, has the free energy
\[
\Delta F=4\pi r^2\gamma-\frac{4\pi r^3}{3\Omega}\mu_v .
\]
Setting the derivative to zero gives \(r^*=2\gamma\Omega/\mu_v\), and substitution gives the barrier \(4\pi\gamma r^{*2}/3\). With \(\gamma=0.1\) eV/Å\(^2\) and \(\Omega=12\) Å\(^3\), \(r^*=200\) Å and the barrier is \(1.7\times10^4\) eV, more than \(10^5\) times \(T\). Thermal nucleation in the perfect crystal is out of the question at this amplitude. Voids would need existing cavities larger than \(r^*\), or interfaces or impurities that lower the barrier strongly. The drive is also short-lived: the wave decays in \(1/(k^2D)\approx3.8\) s. A growing void would itself absorb vacancies and lower \(\mu_v\), an effect not included here.

Several conditions limit the result. The uniform rate \(1/\tau\) averages over many sources, so the wavelength should be large compared with their spacing \(d\). If the sources absorb every vacancy that reaches them, \(\tau\) is roughly \(d^2/D_v\) and \(\ell\) is comparable with \(d\); the crossover then spans only a few sources, and the formula is an interpolation between limits rather than a controlled average. If attachment to the sources is slow, \(\ell\) can greatly exceed \(d\), and the averaging is justified for wavelengths well above \(d\). The 4261 Å wave of the example is shorter than \(\ell\), so its numbers apply only to closely spaced sources of this slow kind. For \(d=400\) Å, \(d^2/D_v=3.5\times10^{-6}\) s, and the assumed \(\tau\) is about 290 times longer. It was chosen to display the effect and is not a measured value for a metal. Sources of the same spacing that absorb every arriving vacancy would leave this wave nearer to Darken's limit. If the sources also added planes of other orientations, lateral constraint would generate stress and shift the equilibrium condition \(\mu_v=0\). Wavelengths near the lattice spacing need gradient energy and discrete jumps, and large composition differences need the nonlinear equations, because \(L\), \(H\) and \(\tau\) then vary through the profile.

## Table of computed values

```
thermal energy T = 0.100 eV; fraction of A = 0.40
interaction W = -0.050 eV; vacancy energies = 1.10, 1.30 eV
exchange diffusivities K_A, K_B = 1.00e+11, 1.00e+10 A^2/s
source relaxation time = 1.00e-03 s
equilibrium vacancy fraction = 4.4621e-06
tracer diffusivities D_A*, D_B* = 4.4621e+05, 4.4621e+04 A^2/s
exchange curvature h = 0.5167 eV
thermodynamic factor = 1.2400
vacancy diffusivity D_v = 4.6000e+10 A^2/s
Darken limit = 3.5411e+05 A^2/s = 3.0588e-11 atomic units
Nernst-Planck limit = 1.2028e+05 A^2/s = 1.0390e-11 atomic units
ratio Darken / Nernst-Planck = 2.9440
crossover length l = 6782.3 A
crossover wavelength = 42614.6 A = 80530.0 bohr
wavelength/crossover, wavelength (A), D eigenvalue, D formula (A^2/s),
  vacancy potential (eV) at composition amplitude 0.05
    0.1     4261.5 1.2260e+05 1.2260e+05 1.2010e-02
    0.3    12784.4 1.3959e+05 1.3959e+05 1.1129e-02
    1.0    42614.6 2.3720e+05 2.3720e+05 6.0653e-03
    3.0   127843.9 3.3073e+05 3.3073e+05 1.2131e-03
   10.0   426146.4 3.5180e+05 3.5180e+05 1.2010e-04
simulation: wavelength/crossover, D simulated, D formula (A^2/s)
    0.2 1.2910e+05 1.2928e+05
    1.0 2.3694e+05 2.3720e+05
    5.0 3.4464e+05 3.4512e+05
relative error of formula at crossover = 1.03e-05
vacancy fraction raised to 4.466e-05: error = 1.03e-04
power of vacancy fraction in the error = 1.000
slow and fast rates at crossover = 5.1564e-03, 1.9998e+03 1/s
void: surface energy = 0.10 eV/A^2, site volume = 12.0 A^3
void: vacancy potential at shortest wavelength = 1.2010e-02 eV
void: supersaturation factor exp(mu_v/T) = 1.1276
void: critical radius = 199.8 A
void: nucleation barrier = 1.673e+04 eV
```
